# Coherent and diffuse X-ray scattering from a grating with displaced lines, part 2

X-rays pass through a grating of $N$ parallel lines with pitch $d$, width $w$ and height $h$. Line $n$ is centred at $x_n=nd+u_n$, where the rigid displacements $u_n$ are independent Gaussian numbers with zero mean and standard deviation $\sigma$. We ask what diffraction reveals about $\sigma$ and where the intensity missing from the orders goes.

The density $\rho(x)$ is 1 inside a line and 0 outside, and constant prefactors are dropped. The wavevector transfer along $x$ is $q$; the vertical transfer $q_z$ is set to zero unless stated. Brackets $\langle\ \rangle$ denote averages over the displacements. One line has the amplitude

$$f(q)=\int_{-w/2}^{w/2}e^{-iqy}\,dy=\frac{2\sin(qw/2)}{q},$$

and the ideal lattice sum is $S_N(q)=\sum_n e^{-iqnd}$. Orders lie at $q_m=2\pi m/d$, with $s=q_m^2\sigma^2$ and $p=e^{-s}$.

Earlier results:

(b) $\langle e^{-iqu}\rangle=e^{-q^2\sigma^2/2}$

(c) For $n\ne m$, $\langle e^{-iq(u_n-u_m)}\rangle=e^{-q^2\sigma^2}$, and

$$\langle I(q)\rangle=|f|^2\left[e^{-q^2\sigma^2}|S_N|^2+N\left(1-e^{-q^2\sigma^2}\right)\right]$$

The first term is coherent (the intensity of the mean amplitude), the second diffuse.

(d) The height of an order, divided by its ideal height, is

$$R_{\rm tot}=p+\frac{1-p}{N}.$$

(e) The relative scatter of an order's height from grating to grating is, for $Np\gg1$,

$$\frac{\Delta I}{\langle I\rangle}\approx\sqrt{\frac2N}\,\frac{1-p}{\sqrt p}=\sqrt{\frac2N}\;2\sinh\frac s2 ,$$

and the full expression gives 0.301 at order 8.

(f) With $\int e^{-iq(x-x')}dq/2\pi=\delta(x-x')$, and if no lines overlap, so that $\rho^2=\rho$, the intensity integrated over all $q$ with $dq/2\pi$ is $Nw$. The coherent intensity lost equals the diffuse intensity gained.

The silicon example has $d=32$ nm, $w=14$ nm, $h=50$ nm, $\sigma=1$ nm, $N=200$ coherently lit lines and wavelength $\lambda=0.07293$ nm (17 keV). Simulated values are means over 10 000 random gratings.

Question (g) is now to calculate the total diffuse intensity per line, and to decide whether each order's loss reappears around that same order.

**Solution.** Per line, the diffuse total is

$$D=\int|f|^2\left(1-e^{-q^2\sigma^2}\right)\frac{dq}{2\pi}.$$

Let $c(r)$ be the overlap length of a line with a copy of itself shifted by $r$. It is $w-|r|$ for $|r|<w$ and zero otherwise. Writing $|f|^2$ as a double integral over the line and using the same delta function as in (f) gives

$$\int|f|^2e^{iqr}\frac{dq}{2\pi}=c(r).$$

By (c), $e^{-q^2\sigma^2}$ is the average of $e^{iqr}$ when $r=u_1-u_2$ is the difference of two independent displacements. Hence

$$\int|f|^2e^{-q^2\sigma^2}\frac{dq}{2\pi}=\langle c(r)\rangle=w-\langle|r|\rangle ,$$

where values $|r|>w$ have been neglected, which requires $w\gg\sigma$. The first part of $D$ is $c(0)=w$, so $D=\langle|r|\rangle$. The variance of $r$ is $\tau^2=2\sigma^2$, and

$$\langle|r|\rangle=\frac{2}{\sqrt{2\pi}\,\tau}\int_0^\infty r\,e^{-r^2/2\tau^2}dr=\frac{2\tau^2}{\sqrt{2\pi}\,\tau}=\tau\sqrt{\frac2\pi}.$$

With $\tau=\sqrt2\,\sigma$,

$$\boxed{\;D=\frac{2\sigma}{\sqrt\pi}\;}$$

For $\sigma=1$ nm this is 1.128 nm. As a fraction of the total $w$ per line it is $1.128/14=0.081$.

The line width does not appear in $D$, and real space shows why. Coherent scattering comes from the mean density $\bar\rho(x)$, and diffuse scattering from the fluctuations about it. Since $\rho^2=\rho$, the local variance is $\bar\rho-\bar\rho^2=\bar\rho(1-\bar\rho)$. It vanishes deep inside a line and in the middle of a gap, and differs from zero near the edges, in a zone whose extent is set by $\sigma$. A wider line has the same two edges.

Now consider the loss order by order. The function $|S_N|^2$ has period $2\pi/d$. Its average over a period is $N$, since the terms with $n\neq m$ average to zero. Its integral over one period, with $dq/2\pi$, is thus $N/d$. For large $N$ this weight is concentrated at the order, so the coherent intensity lost by order $m$, per line, is

$$L_m=\frac{|f(q_m)|^2}{d}\left(1-e^{-q_m^2\sigma^2}\right).$$

To sum over $m$ we use the Fourier series of a periodic row of delta functions, whose coefficients are all $1/d$:

$$\frac1d\sum_me^{-iq_mr}=\sum_j\delta(r-jd).$$

Inverting the relation between $|f|^2$ and $c$ gives $|f|^2=\int c(r)e^{-iqr}dr$. With $r'$ distributed as $u_1-u_2$,

$$\frac1d\sum_m|f(q_m)|^2e^{-q_m^2\sigma^2}=\frac1d\sum_m\int c(r)\,\langle e^{-iq_m(r+r')}\rangle\,dr=\sum_j\langle c(jd-r')\rangle .$$

Terms with $j\ne0$ need a difference $|r'|$ larger than the gap $d-w$, and are negligible here. The term $j=0$ is $w-2\sigma/\sqrt\pi$. Without disorder the same sum is $w$. Therefore $\sum_mL_m=2\sigma/\sqrt\pi=D$, in agreement with (f). The sum over orders, the integral over $q$ and the integral of $\bar\rho(1-\bar\rho)$ were evaluated separately, and each gave 1.12838 nm.

The balance does not hold for each order. Let $Z_m$ be the diffuse intensity per line in the zone of width $2\pi/d$ centred on order $m$. Both quantities come from the same function, $g(q)=|f|^2(1-e^{-q^2\sigma^2})/2\pi$. The loss $L_m$ is its value at the zone centre times the zone width, while $Z_m$ is its integral over the zone.

| order | loss $L_m$ (nm) | diffuse $Z_m$ (nm) |
|---|---|---|
| 0 | 0 | 0.0179 |
| 1 | 0.1180 | 0.1014 |
| 2 | 0.0170 | 0.0292 |
| 7 | 0.0021 | 0.0092 |
| 8 | 0.0464 | 0.0398 |

Order 0 loses nothing, because at $q=0$ a displacement causes no phase change, yet its zone contains diffuse intensity. Order 7 lies close to a zero of $f$: there $q_7w/2=3.06\pi$. It has little to lose, while most of its zone scatters more strongly. Over orders $-8$ to $8$ the loss is 0.771 nm and the diffuse intensity 0.765 nm. About a third of the total $D$ lies at larger $|q|$.

### (h) Recover $\sigma$ from a measured order. What does the diffuse floor do to the result, and which order is best?

**Solution.** Suppose the line shape is known, so that the measured height can be divided by the ideal height. The coherent ratio is $p=e^{-q_m^2\sigma^2}$, and

$$\sigma=\frac{\sqrt{-\ln p}}{q_m}.$$

The measured height also contains the floor $(1-p)/N$. For a coherent patch of exactly $N$ equally illuminated lines, the floor can be read at a distance $2\pi/(Nd)$ from the order, where $S_N=0$ and the coherent part vanishes. If the coherence fades gradually towards the ends of the patch, the coherent part need not vanish there, and the floor must be read further from the order.

At order 8 the simulated height is 0.0898 and the simulated floor 0.0046. If the floor is kept, $\sqrt{-\ln0.0898}/1.5708$ gives $\sigma=0.988$ nm. After subtraction the ratio is 0.0852 and $\sigma=0.999$ nm, against the true 1 nm. These are averages over 10 000 gratings, so they show the bias of the method and not the precision of one measurement.

For the precision, differentiate $s=-\ln p$, which gives $ds=-dp/p$. Since $s\propto\sigma^2$, $ds/s=2\,d\sigma/\sigma$, and

$$\left|\frac{\delta\sigma}{\sigma}\right|=\frac{1}{2s}\left|\frac{\delta p}{p}\right|.$$

Two sources of error behave differently. If the ideal intensity is uncertain by 1%, the error in $\sigma$ is $0.01/(2\times0.0386)=13\%$ at order 1, but $0.01/(2\times2.467)=0.2\%$ at order 8. This favours high orders. The sampling scatter from (e) gives, for large $N$,

$$\frac{\delta\sigma}{\sigma}\approx\sqrt{\frac2N}\,\frac{\sinh(s/2)}{s},$$

which tends to $1/\sqrt{2N}$ for small $s$ and grows with $s$. For one patch of 200 lines it is 5% at low orders. At order 8 the value 0.301 from (e) gives $0.301/4.93=6\%$. Added in quadrature, the 1% reference error and the sampling scatter of one patch give an error in $\sigma$ of 14% at order 1, 5% at order 4 and 6% at order 8. A middle order is therefore best in this example. Averaging over many independent patches reduces only the sampling part, which moves the best choice towards higher orders. The estimate is slightly low at order 8. The value 0.301 refers to the total height; referred to the coherent height it is $0.301\times0.0894/0.0848=0.317$, or 6.4% in $\sigma$. The logarithm is also not linear over a 30% scatter, so the error for one patch is about 7%, and the mean of single-patch values lies about 1% high. Reading the floor from the same patch adds little to this. All these values assume enough photons for counting noise to be unimportant.

The line shape can be eliminated. The floor divided by the coherent height is $(1-p)/(Np)=(e^s-1)/N$, in which $f$ has cancelled, apart from its change between the order and the point where the floor is read. That change is largest near a zero of $f$: on the high-$q$ side $|f|^2$ differs by $-4\%$ at order 2 and $+7\%$ at order 7, which shifts $\sigma$ by about 2%. Averaging the floors on both sides of the order cancels this to first order. Hence

$$s=\ln\!\left(1+N\,\frac{\text{floor}}{\text{coherent height}}\right).$$

The simulated values give $s=\ln(1+200\times0.00457/0.0852)=2.46$, or $\sigma=1.00$ nm. The price is that $N$ must be known, the displacements must be independent and the lines must have equal widths. A width variation adds diffuse scattering of its own: with a standard deviation of 0.8 nm, order 2 would return about $\sigma=1.4$ nm. The floor of a single patch also scatters by about 100% of its mean, so it has to be averaged over many patches.

### (i) Which other imperfections imitate or alter the factor $e^{-q^2\sigma^2}$?

**Solution.** *Varying line width.* Let each width be $w+v$, with $v$ Gaussian of standard deviation $\sigma_w$ and independent of the displacement. The mean amplitude contains

$$\left\langle\sin\frac{q(w+v)}2\right\rangle=\sin\frac{qw}2\left\langle\cos\frac{qv}2\right\rangle=\sin\frac{qw}2\;e^{-q^2\sigma_w^2/8}.$$

The term with $\sin(qv/2)$ averages to zero by symmetry, and the last step is (b) with $q$ replaced by $q/2$. The coherent intensity gains the factor $e^{-q^2\sigma_w^2/4}$, so the apparent value is

$$\sigma_{\rm app}^2=\sigma^2+\frac{\sigma_w^2}4 .$$

For $\sigma_w=0.8$ nm this gives $\sqrt{1+0.16}=1.077$ nm. If the two edges of a line move independently, each with standard deviation $\sigma_e$, the centre has variance $\sigma_e^2/2$ and the width has variance $2\sigma_e^2$. Then $\sigma_{\rm app}=\sigma_e$: the orders measure the placement error of an edge.

*Sloping sidewalls.* A sidewall angle of 88° spreads each edge over $t=h/\tan88^\circ=1.746$ nm in projection. The profile is the box of width $w$ convolved with a normalized box of width $t$, so $f$ gains the factor $\sin(qt/2)/(qt/2)$. The square of this factor is $1-q^2t^2/12$ to leading order. At $q_z=0$ it acts like an addition of $t^2/12$ to $\sigma^2$. With the full factor at order 4, the apparent $\sigma$ is 1.122 nm. Close to a zero of $f$ the small vertical transfer also matters, because the height integral no longer separates when the walls slope: at order 7 the apparent $\sigma$ is only about 1.05 nm. The slope is common to all lines and creates no diffuse scattering of its own. The floor method of (h) is therefore insensitive to it, while the method that uses an assumed line shape is not.

*Correlated neighbours.* Suppose $\langle u_nu_{n+j}\rangle=\sigma^2\eta^{|j|}$ with jointly Gaussian displacements. The mean amplitude involves one line at a time, so the coherent factor stays $e^{-q^2\sigma^2}$. The simulation with $\eta=0.3$ gave 0.539 at order 4, against 0.540. The difference $u_n-u_{n+j}$ now has variance $2\sigma^2(1-\eta^{|j|})$. With $s=q^2\sigma^2$ at any $q$, the pair average becomes

$$e^{-s(1-\eta^{|j|})}=e^{-s}+e^{-s}\left(e^{s\eta^{|j|}}-1\right).$$

The second term adds to the diffuse part. Per line, in units of $|f|^2$ and for large $N$, the diffuse intensity is

$$1-e^{-s}+2e^{-s}\sum_{j\ge1}\left(e^{s\eta^j}-1\right)\cos(qjd).$$

At an order all cosines are 1, and for $\eta>0$ the floor rises. Halfway between orders they alternate in sign, starting with $-1$, and the floor drops. Relative to independent displacements the factors are 1.67 at order 4 and 0.61 at $q=3.5\times2\pi/d$. The floor method at order 4 would then give $s=\ln(1+1.667\times0.853)=0.885$ and $\sigma=1.20$ nm, an error of 20%. If displacements accumulate from line to line, their variance grows along the grating, and the single factor derived in (b) no longer describes all lines.

*Other distributions.* For any distribution with zero mean and finite variance, $|\langle e^{-iqu}\rangle|^2=1-q^2\sigma^2$ to leading order in $q$. At high orders the shape matters. A uniform distribution with $\sigma=1$ nm gives 0.517 at order 4, against 0.540 for the Gaussian, but 0.023 at order 8, against 0.085. Read with the Gaussian formula, order 8 would return $\sigma=1.24$ nm. Agreement between the values of $\sigma$ from several orders is therefore a useful check of the Gaussian assumption, provided the line shape is known.

### (j) How do the model and its result compare with a real grating?

**Solution.** Pitches of a few tens of nanometres and placement errors of the order of 1 nm are roughly representative of dense patterned lines, and the dimensions used here should be read in that sense. Real lines do not share one width and do not have perfectly vertical walls. For the values assumed in (i), these two departures raise the apparent $\sigma$ at order 4 by 8% and 12% respectively, each taken alone. Both shifts exceed the 1% bias caused by ignoring the diffuse floor at order 8. Real lines also wiggle along their length, which violates the assumption of rigid displacement; the size of that effect has not been calculated here. A value of $\sigma$ taken from the orders alone is thus best reported as an apparent value, together with the line shape assumed. The complete set of values for the example is in the numerical output below.

## Computed results

```
pitch 32.0 nm, width 14.0 nm, height 50.0 nm
sigma 1.00 nm, coherent lines 200, gratings 10000
photon energy 17.0 keV, wavelength 0.07293 nm
order, q (1/nm), q^2 sigma^2, coherent factor, peak ratio, simulated
1 0.1963 0.0386 0.9622 0.9624 0.9624
2 0.3927 0.1542 0.8571 0.8578 0.8579
3 0.5890 0.3470 0.7068 0.7083 0.7085
4 0.7854 0.6169 0.5396 0.5419 0.5423
5 0.9817 0.9638 0.3814 0.3845 0.3850
6 1.1781 1.3879 0.2496 0.2533 0.2538
7 1.3744 1.8891 0.1512 0.1555 0.1559
8 1.5708 2.4674 0.0848 0.0894 0.0898
order, relative scatter of one grating: exact, large-N form, simulated
1 0.0038 0.0039 0.0038
4 0.0623 0.0627 0.0616
8 0.3011 0.3143 0.2953
order, coherent loss (nm), diffuse in its zone (nm), per line
0 0.00000 0.01785
1 0.11795 0.10143
2 0.01696 0.02923
3 0.07302 0.06618
4 0.04664 0.04784
5 0.02476 0.02803
6 0.05769 0.05169
7 0.00214 0.00920
8 0.04636 0.03978
orders -8 to 8: loss 0.7711 nm, diffuse 0.7646 nm
all orders, summed loss per line: 1.12838 nm
all q, diffuse integral per line: 1.12838 nm
density fluctuation per line: 1.12838 nm
2 sigma/sqrt(pi): 1.12838 nm
diffuse fraction of all scattering: 0.0806
12 displaced lines, total/(N w): 1.000000
order 8 simulated diffuse floor ratio: 0.00457
sigma from order 8, floor kept: 0.9884 nm
sigma from order 8, floor subtracted: 0.9991 nm
width variation 0.80 nm: apparent sigma 1.0770 nm
sidewall 88.0 deg, lateral extent 1.746 nm
sidewall included: apparent sigma 1.1217 nm (order 4)
neighbour correlation 0.30: order 4 coherent factor 0.5389 (simulated)
its diffuse gain: 1.667 at order 4, 0.607 at 3.5
uniform displacements, factor: 0.5168 (order 4), 0.0226 (order 8)
silicon: 2.33 g/cm3, 699 electrons/nm3
phase shift through a line: 0.00719 rad
Ewald curvature factor at order 8: 0.9580
overlap probability of a neighbour pair: 2.1e-37
```
